# How a 1 nm interlayer weakens remote-phonon absorption from hafnium oxide

**Question.** An electron in a silicon inversion layer can absorb a phonon that lives in the hafnium oxide of the gate stack, because the phonon's electric field reaches into the silicon. By how much does a nonpolar interlayer 1 nm thick reduce the absorption rate at 300 K, and how does the reduction change with thickness?

**Answer.**

## The field that crosses the interlayer

Let silicon fill \(z>0\), the interlayer \(-d<z<0\), and the oxide \(z<-d\). Their relative permittivities are \(\varepsilon_s\), \(\varepsilon_i\) and \(\varepsilon_h(\omega)\). "Nonpolar" means that \(\varepsilon_i\) does not depend on frequency, so the interlayer has no phonon field of its own. Retardation is neglected.

A potential that varies along the interface with wavevector \(q\) obeys \(\phi''=q^2\phi\) in each layer. In silicon the decaying solution is \(\phi_0e^{-qz}\). At \(z=0\) both \(\phi\) and \(\varepsilon\phi'\) are continuous, which fixes the interlayer solution:

\[
\phi(z)=\phi_0\left[\cosh qz-\frac{\varepsilon_s}{\varepsilon_i}\sinh qz\right].
\]

Setting \(z=-d\) gives the ratio of the potential at the silicon surface to that at the oxide face:

\[
T=\frac{\phi(0)}{\phi(-d)}=\frac{\varepsilon_i}{\varepsilon_i\cosh qd+\varepsilon_s\sinh qd}.
\]

If \(\varepsilon_i=\varepsilon_s\), the denominator is \(\varepsilon_s e^{qd}\) and \(T=e^{-qd}\). A scattering rate contains the square, \(e^{-2qd}\). I take this matched interlayer as the base model and return to the mismatched one below.

## Does the phonon itself change?

The oxide sees the layers above it as one medium of permittivity \(\varepsilon_{\rm e}=-\varepsilon_i\phi'/(q\phi)\), evaluated at \(z=-d\):

\[
\varepsilon_{\rm e}=\varepsilon_i\,\frac{\varepsilon_s+\varepsilon_i\tanh qd}{\varepsilon_i+\varepsilon_s\tanh qd}.
\]

In a thick oxide the potential falls as \(e^{q(z+d)}\) away from the face. A sheet charge \(\sigma\) on the face makes the displacement jump by \(\sigma\), so

\[
\phi(-d)=\frac{\sigma}{\varepsilon_0q\,(\varepsilon_h+\varepsilon_{\rm e})}.
\]

A free oscillation needs no charge and therefore has \(\varepsilon_h+\varepsilon_{\rm e}=0\). Describe the soft oxide mode by one oscillator, with permittivity \(\varepsilon_L\) below it and \(\varepsilon_H\) above it:

\[
\varepsilon_h=\varepsilon_H+\frac{(\varepsilon_L-\varepsilon_H)\,\omega_T^2}{\omega_T^2-\omega^2}.
\]

The condition then gives the surface-phonon frequency \(\Omega\), and splitting the response into a constant and a pole gives the strength \(D\):

\[
\Omega^2=\omega_T^2\,\frac{\varepsilon_L+\varepsilon_{\rm e}}{\varepsilon_H+\varepsilon_{\rm e}},\qquad
\frac{1}{\varepsilon_h+\varepsilon_{\rm e}}=\frac{1}{\varepsilon_H+\varepsilon_{\rm e}}-\frac{D\,\Omega^2}{\Omega^2-\omega^2},
\]

\[
D=\frac{1}{\varepsilon_H+\varepsilon_{\rm e}}-\frac{1}{\varepsilon_L+\varepsilon_{\rm e}}.
\]

To quantize the mode, write its potential on the face as \(f(b+b^\dagger)\cos(\mathbf q\cdot\mathbf r)\) over an area \(A\). A charge \(\sigma\cos(\mathbf q\cdot\mathbf r)\) adds the energy \(\tfrac12A\sigma f(b+b^\dagger)\), since the squared cosine averages to one half. The driven oscillator responds with

\[
\langle b+b^\dagger\rangle=-\frac{2\Omega}{\hbar(\Omega^2-\omega^2)}\,\frac{A\sigma f}{2}.
\]

Multiplying by \(f\) and equating the result to the pole term, \(-\sigma D\Omega^2/[\varepsilon_0q(\Omega^2-\omega^2)]\), yields \(f^2=\hbar\Omega D/(\varepsilon_0qA)\). The cosine and sine modes each contribute \(f^2/4\) to the squared matrix element for a transfer \(\mathbf q\). For an electron at the silicon surface, apart from the phonon occupation,

\[
|M|^2=\frac{e^2\hbar\Omega D\,T^2}{2\varepsilon_0qA}.
\]

In the matched case \(\varepsilon_{\rm e}=\varepsilon_s\) for every \(q\) and \(d\). Neither \(\Omega\) nor \(D\) changes when the interlayer is inserted, and \(e^{-2qd}\) is the whole effect at a given \(q\).

## Which wavevectors are allowed?

The electron moves in the plane with mass \(m\). The two-dimensional density of states is constant, so the mean energy of a nondegenerate electron is \(k_BT\), and I take \(E=k_BT\). Absorption changes the wavevector from \(k\) to \(k'\):

\[
k=\frac{\sqrt{2mE}}{\hbar},\qquad k'=\frac{\sqrt{2m(E+\hbar\Omega)}}{\hbar},
\]

\[
q^2=k^2+k'^2-2kk'\cos\theta .
\]

Hence \(k'-k\le q\le k'+k\). The lower edge is not zero, because the electron must gain energy.

In the golden rule, the sum over final states is \(A/(4\pi^2)\int k'\,dk'\,d\theta\), and \(k'dk'=m\,dE'/\hbar^2\) removes the energy delta function. With phonon occupation \(N\), and with the two signs of \(\theta\) giving a factor 2,

\[
\Gamma(d)=\frac{e^2m\,\Omega DN}{2\pi\varepsilon_0\hbar^2}\int_0^\pi\frac{e^{-2qd}}{q}\,d\theta .
\]

The prefactor cancels in the ratio to direct contact:

\[
F(d)=\frac{\Gamma(d)}{\Gamma(0)}=\frac{\int_0^\pi e^{-2qd}q^{-1}d\theta}{\int_0^\pi q^{-1}d\theta}.
\]

## Numbers for 1 nm

I use rough typical values: \(m=0.19\) electron masses, \(\varepsilon_s=11.7\), \(\hbar\omega_T=12\) meV, \(\varepsilon_L=22\) and \(\varepsilon_H=6.5\). Then

\[
\hbar\Omega=12\sqrt{\frac{22+11.7}{6.5+11.7}}=16.3\ \text{meV}.
\]

At 300 K, \(E=25.85\) meV gives \(k=0.359\ \text{nm}^{-1}\), and

\[
k'=0.359\sqrt{1+\frac{16.33}{25.85}}=0.459\ \text{nm}^{-1}.
\]

The allowed band runs from 0.10 to 0.82 nm\(^{-1}\). At its ends the squared factor for 1 nm is

\[
e^{-2(0.0996)}=0.82,\qquad e^{-2(0.8177)}=0.19 .
\]

Numerical integration over angle gives \(F=0.535\): **the interlayer reduces the absorption rate by a factor of about 1.9.** Averaging numerator and denominator separately over a Boltzmann distribution of \(E\) gives 0.54, so the choice \(E=k_BT\) matters little here.

The single wavevector that would reproduce \(F\) is \(-\ln F/(2d)=0.31\ \text{nm}^{-1}\). Right-angle scattering has \(q=\sqrt{k^2+k'^2}=0.58\ \text{nm}^{-1}\) and would suggest a factor 0.31. It overstates the suppression of the total rate, which the weight \(1/q\) tilts towards small angles.

Small-angle events turn the electron little. If each event is weighted by \(1-\cos\theta\), the ratio drops to 0.29, a reduction of about 3.5. This weight grows with \(q\), so it favours the events that the interlayer suppresses most. The result depends strongly on the weight: the fractional momentum lost along the initial direction, \(1-(k'/k)\cos\theta\), gives 0.14. None of these numbers is a mobility ratio, which would also need emission, the energy dependence of the distribution and the other scattering mechanisms.

## How the reduction scales

Differentiating \(F\) gives

\[
\frac{d\ln F}{dd}=-2\langle q\rangle_d,\qquad
\frac{d\langle q\rangle_d}{dd}=-2\left(\langle q^2\rangle_d-\langle q\rangle_d^2\right)<0,
\]

where the averages carry the weight \(e^{-2qd}/q\). Each added layer removes large \(q\) first, and what remains penetrates better. The suppression is therefore slower than a single exponential. The computed values are \(F=0.71\), 0.535 and 0.34 for 0.5, 1 and 2 nm, and a tenfold reduction needs 5.7 nm.

For very thick layers the smallest wavevector, \(q_m=k'-k\), dominates. Near \(\theta=0\), \(q\simeq q_m+kk'\theta^2/(2q_m)\), and the Gaussian integral gives

\[
F\simeq\frac{e^{-2q_md}}{2\int_0^\pi q^{-1}d\theta}\sqrt{\frac{\pi}{q_mkk'd}} .
\]

The important angles satisfy \(\theta^2\sim q_m/(2kk'd)\), and the expansion of \(q\) needs \(\theta^2\ll q_m^2/(kk')\). Together these require \(d\gg1/(2q_m)\approx5\) nm, so a 1 nm layer lies outside this limit. The formula overestimates \(F\) by 24% at 1 nm, 8% at 5 nm and 3% at 20 nm.

At fixed energies both \(k\) and \(k'\) scale as \(\sqrt m\), so \(F\) depends on mass and thickness through \(d\sqrt m\): at equal depth, a heavier electron is shielded better. In silicon the valleys with in-plane masses 0.19 and 0.92 have a light confinement mass and lie about twice as deep, which removes most of this advantage: with self-consistent wavefunctions and a thermal average, \(F\) is 0.59 to 0.63 for them against 0.63 to 0.64 for the valleys of mass 0.19. Temperature acts weakly on this unweighted ratio. Since

\[
q_m=\frac{k'^2-k^2}{k'+k}=\frac{2m\Omega}{\hbar(k+k')},
\]

heating lowers the bottom of the band while raising its top. At 400 K, again with \(E=k_BT\), \(F=0.53\), and at 77 K it is 0.55. Weights that favour large \(q\) feel mainly the rising top: the ratio weighted by \(1-\cos\theta\) falls from 0.43 at 77 K to 0.25 at 400 K.

## An interlayer of lower permittivity

With \(\varepsilon_i=3.9\), to first order in \(qd\),

\[
T^2\simeq1-2\frac{\varepsilon_s}{\varepsilon_i}qd,\qquad
\varepsilon_{\rm e}\simeq\varepsilon_s-\frac{\varepsilon_s^2-\varepsilon_i^2}{\varepsilon_i}qd .
\]

For \(qd\ll\varepsilon_i/\varepsilon_s\) the transmitted field falls three times faster than in the matched case, where \(T^2\simeq1-2qd\). At 1 nm the expansion shows only the direction: for \(q=0.31\ \text{nm}^{-1}\) the exact \(T^2\) is 0.25, and \(\ln T\) is 2.2 times its matched value. But \(\varepsilon_{\rm e}\) also falls, and \(D\) rises, because \(dD/d\varepsilon_{\rm e}=(\varepsilon_L+\varepsilon_{\rm e})^{-2}-(\varepsilon_H+\varepsilon_{\rm e})^{-2}<0\). The mode's potential at the oxide face grows and cancels part of the loss. With the shifted phonon energy included in the rate, \(F=0.41\), a reduction of about 2.4.

## What else moves the estimate

Each row changes one thing in the matched 1 nm model and compares with direct contact under the same change.

| Change | \(F\) |
|---|---|
| Ideal metal behind 3 nm of oxide | 0.49 |
| Electrons at mean depth 1.2 nm | 0.63 |
| Static screening, \(5\times10^{12}\) cm\(^{-2}\) | 0.35 |
| Degenerate occupation, same density | 0.53 |
| Valleys with in-plane masses 0.19 and 0.92 | 0.42 |
| Phonon emission instead of absorption | 0.55 |

For the metal, the oxide potential becomes a hyperbolic sine that vanishes at the gate, which replaces \(\varepsilon_h\) by \(\varepsilon_h\coth(qt)\) for oxide thickness \(t\).

For the depth, the density \(b^3z^2e^{-bz}/2\) with \(3/b=1.2\) nm multiplies \(|M|^2\) by \([b/(b+q)]^6\). This weight falls with \(q\) and leaves the penetrating waves, so the interlayer's relative benefit shrinks, although both rates are smaller. At \(5\times10^{12}\) cm\(^{-2}\) a depth of 1.2 nm corresponds to a heavily doped channel with a depletion charge of similar size; with negligible depletion charge the variational depth is about 1.9 nm and \(F=0.67\). That estimate puts all electrons in one subband. In a self-consistent (Hartree) well at 300 K the lowest subband holds about 90% of them in the heavily doped case but only about half when the depletion charge is \(2\times10^{11}\) cm\(^{-2}\); summed over subbands and valleys, \(F\) is then 0.63 and 0.64.

Screening does the opposite. A potential \(\phi\) induces the charge \(-e^2\phi\,dn/d\mu\), with \(n\) the sheet density and \(\mu\) the Fermi level. With silicon-like surroundings this multiplies the potential by \(q/(q+q_s)\), where \(q_s=e^2(dn/d\mu)/(2\varepsilon_0\varepsilon_s)=0.86\ \text{nm}^{-1}\) when all electrons are in the lowest subband of two valleys; counting the other occupied subbands raises it to about 0.96 nm\(^{-1}\) for heavy doping and 1.3 nm\(^{-1}\) for light doping. Small \(q\) is screened most, and \(F\) falls. The static form assumes that the carriers follow the phonon, which is not established at 16 meV.

Hafnium oxide also has a harder polar mode. With a transverse energy of 48 meV and permittivities 6.5 and 5.0 below and above it, its surface phonon lies at 50 meV and has \(F=0.37\). At contact it adds 6 to 7% to the soft-mode absorption rate, so it barely changes the total.

The golden rule itself needs care. Without depth or screening, \(\hbar\Gamma\) is 29 meV at contact and 15 meV with the interlayer, comparable to the phonon energy. Sharp energy conservation is then not justified, and those absolute rates should not be used. With depth and static screening, \(\hbar\Gamma\) for the 1 nm layer is about 0.4 meV (0.5 meV once the finite depth is also allowed to weaken the screening) and this channel alone does not blur the band edges. The golden rule thus relies on screening to weaken the coupling. The factor 1.9 leaves that screening out; static screening alone would raise it to about 2.9, and the true size of the screening is uncertain. In a device other scattering blurs the edges in any case: a mobility of 150 to 500 cm\(^2\)/Vs with \(m=0.19\) implies \(\hbar/\tau\) of about 40 to 12 meV. The ratio is insensitive to this. Replacing the energy delta function by a Lorentzian 12 to 40 meV wide gives \(F=0.54\) to 0.55 in the base model, and with depth and screening it moves \(F\) from 0.43 to between 0.41 and 0.42.

## Beside a real gate stack

A real interlayer on silicon is usually silicon dioxide or a related oxide, roughly 0.5 to 1 nm thick, so 1 nm is at the thick end. Its permittivity is near 3.9, not 11.7. Multiplying the 3.9 result by the depth and screening factors above gives \(F=0.31\), but the factor \(q/(q+q_s)\) was derived for silicon-like surroundings. The screening electrons are part of the medium the oxide sees, so they also change \(\varepsilon_{\rm e}\), \(T\), \(\Omega\) and \(D\). For the matched layer without depth this moves \(F\) only from 0.35 to 0.33. For permittivity 3.9 with depth, solving the static screening inside the layered electrostatics gives \(F=0.24\), a reduction of about 4, and about 5 with a metal behind 3 nm of oxide. The assumption that such a layer breaks outright is that it is nonpolar: silicon dioxide has surface phonons of its own, closer to the electrons, and their scattering is not included in any number here. For the soft hafnium oxide mode alone, the models with finite depth put the reduction by 1 nm between roughly 1.5 (matched, unscreened) and 4 to 5 (permittivity 3.9, statically screened).
